# Plasmon Dispersion of the Electron Gas in the Adiabatic LDA: verification in Python

```python
"""Plasmon dispersion of the uniform electron gas in adiabatic LDA (ALDA).

Result under test, in Hartree atomic units (hbar = m = e = 1):
  omega^2 = omega_p^2 + (3 kF^2/5 + n f_xc) q^2 + c4 q^4 + O(q^6),
  c4 = 1/4 + 12 kF^4 / (175 omega_p^2).
n: density, rs: radius of the sphere holding one electron, kF: Fermi
wavevector, omega_p^2 = 4 pi n, f_xc = d^2(n e_xc)/dn^2, e_xc: exchange-
correlation energy per electron. RPA means f_xc = 0.
The plasmon is found by diagonalizing the linearized equation of motion
of the pair amplitudes, with no expansion in q.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(50)

# Exchange and Perdew-Wang correlation energy per electron, unpolarized gas
r = sp.symbols("r", positive=True)
e_x = -sp.Rational(3, 4) * (sp.Rational(9, 4) * sp.pi)**sp.Rational(1, 3) \
    / (sp.pi * r)
a = 0.0310907
series = 7.5957*sp.sqrt(r) + 3.5876*r + 1.6382*r*sp.sqrt(r) + 0.49294*r**2
e_c = -2*a*(1 + 0.21370*r)*sp.log(1 + 1/(2*a*series))


def density_times_kernel(energy):
    """n d^2(n e)/dn^2 written with derivatives in rs."""
    expr = r/9*(r*sp.diff(energy, r, 2) - 2*sp.diff(energy, r))
    return sp.lambdify(r, expr, "numpy")


nf_x = density_times_kernel(e_x)
nf_c = density_times_kernel(e_c)


def gas(rs):
    n = 3/(4*np.pi*rs**3)
    return n, (3*np.pi**2*n)**(1/3), np.sqrt(4*np.pi*n)


def pair_grid(kF, q):
    """Nodes in k along q, weights, and f_k - f_(k+q) summed across q."""
    edges = [-kF - q, -kF, kF - q, kF]
    k, w = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        k.append((hi + lo)/2 + (hi - lo)/2*GAUSS_X)
        w.append((hi - lo)/2*GAUSS_W)
    k, w = np.concatenate(k), np.concatenate(w)
    occupation = np.pi*(np.maximum(kF**2 - k**2, 0)
                        - np.maximum(kF**2 - (k + q)**2, 0))
    return k, 2*w/(2*np.pi)**3, occupation


def chi0(kF, q, omega):
    """Non-interacting density response from its definition."""
    k, w, occupation = pair_grid(kF, q)
    return np.sum(w*occupation/(omega - q*k - q**2/2))


def plasmon(kF, q, interaction, mass=1.0):
    """Highest eigenfrequency of the linearized equation of motion."""
    k, w, occupation = pair_grid(kF, q)
    pair_energy = ((k + q)**2 - k**2)/(2*mass)
    matrix = np.diag(pair_energy) + interaction*np.outer(occupation, w)
    return np.linalg.eigvals(matrix).real.max()


def fitted_coefficients(kF, omega_p, f_xc, mass=1.0, charge2=1.0):
    """q^2 and q^4 coefficients of omega^2 extracted from eigenvalues."""
    qs = kF*np.array([0.03, 0.06, 0.09, 0.12])
    slope = [(plasmon(kF, q, 4*np.pi*charge2/q**2 + f_xc, mass)**2
              - omega_p**2)/q**2 for q in qs]
    x = (qs/kF)**2
    c = np.linalg.solve(np.vander(x, increasing=True), slope)
    return c[0], c[1]/kF**2


def c4_formula(kF, omega_p):
    return 0.25 + 12*kF**4/(175*omega_p**2)


# Kernel against the second derivative supplied by libxc
for rs in (2.0, 4.0, 6.0, 12.0):
    n, kF, _ = gas(rs)
    out = libxc.eval_xc("LDA_X,LDA_C_PW_MOD", np.array([n]), spin=0, deriv=2)
    f_libxc = np.ravel(out[2][0])[0]
    assert abs(n*f_libxc/(nf_x(rs) + nf_c(rs)) - 1) < 1e-5
    assert abs(nf_x(rs)/(-kF/(3*np.pi)) - 1) < 1e-10

# Small-q series of the non-interacting response against quadrature
n, kF, omega_p = gas(4.0)
q = 0.05*kF
series_value = n*q**2/omega_p**2*(
    1 + 3*kF**2*q**2/(5*omega_p**2) + q**4/(4*omega_p**2)
    + 3*kF**4*q**4/(7*omega_p**4))
assert abs(chi0(kF, q, omega_p)/series_value - 1) < 1e-7

# Dispersion coefficients against diagonalization, RPA and ALDA
fits = {}
for rs in (2.0, 4.0, 6.0, 12.0):
    n, kF, omega_p = gas(rs)
    for name, nf in (("RPA", 0.0), ("ALDA", nf_x(rs) + nf_c(rs))):
        c2, c4 = fitted_coefficients(kF, omega_p, nf/n)
        assert abs(c2 - (0.6*kF**2 + nf)) < 1e-6*kF**2
        assert abs(c4/c4_formula(kF, omega_p) - 1) < 1e-3
        fits[rs, name] = (c2, c4)

# Rydberg units: mass 1/2, squared charge 2, energies doubled
n, kF, omega_p = gas(4.0)
f_rydberg = 2*(nf_x(4.0) + nf_c(4.0))/n
c2_rydberg, _ = fitted_coefficients(kF, 2*omega_p, f_rydberg, 0.5, 2.0)
assert abs(c2_rydberg - (2.4*kF**2 + 2*n*f_rydberg)) < 1e-5*kF**2

# Density at which the ALDA coefficient changes sign


def alda_coefficient(rs):
    return 0.6*gas(rs)[1]**2 + nf_x(rs) + nf_c(rs)


rs_zero = brentq(alda_coefficient, 5, 15)
rs_zero_x = brentq(lambda s: 0.6*gas(s)[1]**2 + nf_x(s), 5, 15)
assert fits[6.0, "ALDA"][0] > 0 > fits[12.0, "ALDA"][0]
assert 6 < rs_zero < rs_zero_x < 12

print("Jellium; coefficients of q^2 in omega^2, Hartree atomic units")
print("rs(bohr) 3kF^2/5   n f_x     n f_c     ALDA sum  lowering(%)")
for rs in (2.0, 3.0, 4.0, 5.0, 6.0):
    kinetic = 0.6*gas(rs)[1]**2
    x_part, c_part = nf_x(rs), nf_c(rs)
    assert x_part < c_part < 0
    print(f"{rs:4.1f}    {kinetic:9.5f} {x_part:9.5f} {c_part:9.5f} "
          f"{kinetic + x_part + c_part:9.5f} "
          f"{-100*(x_part + c_part)/kinetic:7.1f}")
print(f"ALDA coefficient vanishes at rs = {rs_zero:.2f} bohr")
print(f"with exchange alone it vanishes at rs = {rs_zero_x:.2f} bohr")

# Detailed case
rs = 4.0
n, kF, omega_p = gas(rs)
f_alda = (nf_x(rs) + nf_c(rs))/n
c4 = c4_formula(kF, omega_p)
q = 0.5*kF
print(f"Detailed case rs = {rs:.1f} bohr")
print(f"n = {n:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1")
print(f"omega_p = {omega_p:.5f} hartree = {omega_p*HARTREE_EV:.3f} eV")
print(f"f_xc = {f_alda:.4f} hartree bohr^3")
print(f"c4 = {c4:.5f} hartree^2 bohr^4")
print(f"Rydberg-unit ALDA coefficient = {c2_rydberg:.5f} Ry^2 bohr^2")
print(f"chosen q = kF/2 = {q:.5f} bohr^-1")
critical = {}
full = {}
for name, f in (("RPA", 0.0), ("ALDA", f_alda)):
    c2 = 0.6*kF**2 + n*f
    full[name] = plasmon(kF, q, 4*np.pi/q**2 + f)
    second = np.sqrt(omega_p**2 + c2*q**2)
    fourth = np.sqrt(omega_p**2 + c2*q**2 + c4*q**4)
    assert abs(fourth - full[name]) < abs(second - full[name])

    def edge_condition(p):
        return (4*np.pi/p**2 + f)*chi0(kF, p, p*kF + p**2/2) - 1

    qc = brentq(edge_condition, 0.1*kF, 1.5*kF)
    for factor, above in ((0.9, True), (1.1, False)):
        p = factor*qc
        top = plasmon(kF, p, 4*np.pi/p**2 + f)
        assert (top > p*kF + p**2/2) == above
    critical[name] = qc
    print(f"{name}: coefficient from eigenvalues = "
          f"{fits[rs, name][0]:.5f} hartree^2 bohr^2")
    print(f"{name}: c4 from eigenvalues = "
          f"{fits[rs, name][1]:.5f} hartree^2 bohr^4")
    print(f"{name}: coefficient/(2 omega_p) = "
          f"{c2/(2*omega_p):.4f} hartree bohr^2")
    print(f"{name}: omega(kF/2), to q^2 = {second:.5f} hartree")
    print(f"{name}: omega(kF/2), to q^4 = {fourth:.5f} hartree")
    print(f"{name}: omega(kF/2), full = {full[name]:.5f} hartree")
    print(f"{name}: q_c = {qc:.4f} bohr^-1, q_c/kF = {qc/kF:.4f}")
assert full["ALDA"] < full["RPA"]
assert critical["ALDA"] < critical["RPA"]
shift_ev = (full["ALDA"] - full["RPA"])*HARTREE_EV
print(f"ALDA minus RPA at kF/2, full = {shift_ev:.3f} eV")

print("done: every assertion held")
```

Running it gives:

```
Jellium; coefficients of q^2 in omega^2, Hartree atomic units
rs(bohr) 3kF^2/5   n f_x     n f_c     ALDA sum  lowering(%)
 2.0      0.55248  -0.10181  -0.00722   0.44344    19.7
 3.0      0.24554  -0.06788  -0.00664   0.17102    30.3
 4.0      0.13812  -0.05091  -0.00620   0.08101    41.3
 5.0      0.08840  -0.04073  -0.00584   0.04183    52.7
 6.0      0.06139  -0.03394  -0.00553   0.02191    64.3
ALDA coefficient vanishes at rs = 8.95 bohr
with exchange alone it vanishes at rs = 10.85 bohr
Detailed case rs = 4.0 bohr
n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
omega_p = 0.21651 hartree = 5.891 eV
f_xc = -15.3103 hartree bohr^3
c4 = 0.32752 hartree^2 bohr^4
Rydberg-unit ALDA coefficient = 0.32403 Ry^2 bohr^2
chosen q = kF/2 = 0.23989 bohr^-1
RPA: coefficient from eigenvalues = 0.13812 hartree^2 bohr^2
RPA: c4 from eigenvalues = 0.32752 hartree^2 bohr^4
RPA: coefficient/(2 omega_p) = 0.3190 hartree bohr^2
RPA: omega(kF/2), to q^2 = 0.23414 hartree
RPA: omega(kF/2), to q^4 = 0.23645 hartree
RPA: omega(kF/2), full = 0.23687 hartree
RPA: q_c = 0.4536 bohr^-1, q_c/kF = 0.9454
ALDA: coefficient from eigenvalues = 0.08101 hartree^2 bohr^2
ALDA: c4 from eigenvalues = 0.32752 hartree^2 bohr^4
ALDA: coefficient/(2 omega_p) = 0.1871 hartree bohr^2
ALDA: omega(kF/2), to q^2 = 0.22702 hartree
ALDA: omega(kF/2), to q^4 = 0.22939 hartree
ALDA: omega(kF/2), full = 0.22991 hartree
ALDA: q_c = 0.4154 bohr^-1, q_c/kF = 0.8657
ALDA minus RPA at kF/2, full = -0.190 eV
done: every assertion held
```
